# Degenerate trap parameters in a single-level lifetime curve

## Problem

A p-type semiconductor contains one recombination level at energy $E$ above the valence band edge. Its electron and hole lifetimes are $\tau_n=1/(c_nN_t)$ and $\tau_p=1/(c_pN_t)$, where $N_t$ is the trap density and $c_n,c_p$ are the capture coefficients. The capture ratio is $k=c_n/c_p=\tau_p/\tau_n$. The equilibrium densities $n_0,p_0$ and the temperature $T$ are known.

Assume steady state, Boltzmann statistics, constant capture coefficients, and too few traps to hold appreciable charge, so that electrons and holes have the same excess density $\Delta n$.

For numbers, take $T=300$ K, gap $E_g=1.12$ eV, densities of states $N_c=N_v=3\times10^{19}$ cm$^{-3}$ and $p_0=10^{15}$ cm$^{-3}$. These are rough values for lightly doped silicon. The synthetic trap has $E=0.25$ eV, $k=3$ and $\tau_n=10$ µs. The data are 40 lifetimes, spaced logarithmically from $\Delta n=10^{13}$ to $10^{16}$ cm$^{-3}$, with Gaussian noise of 1% of the noise-free lifetime.

1. Derive $\tau(\Delta n)$ and show that it determines two numbers.
2. Find all triples $(E,k,\tau_n)$ that give the same curve, and the energies at which they exist.
3. Fit the synthetic curve and interpret the result.
4. Determine what a second doping at the same temperature adds.

## Solution

### 1. The two numbers in the curve

Let $f$ be the fraction of traps holding an electron, $n=n_0+\Delta n$ and $p=p_0+\Delta n$. The net capture rates are

$$R_n=c_nN_t[(1-f)n-fn_1],\qquad R_p=c_pN_t[fp-(1-f)p_1].$$

Detailed balance fixes the emission terms, with

$$n_1=N_ce^{-(E_g-E)/k_BT},\qquad p_1=N_ve^{-E/k_BT},\qquad n_1p_1=n_0p_0=n_i^2 .$$

In steady state $R_n=R_p$, which is linear in $f$:

$$f=\frac{c_nn+c_pp_1}{c_n(n+n_1)+c_p(p+p_1)} .$$

The numerator of $1-f$ over the same denominator is $c_nn_1+c_pp$. In $(1-f)n-fn_1$ the terms $c_nnn_1$ cancel, leaving $c_p(np-n_1p_1)$ over that denominator. Dividing numerator and denominator of $R_n$ by $c_nc_pN_t$ gives

$$R=\frac{np-n_i^2}{\tau_p(n+n_1)+\tau_n(p+p_1)} .$$

Since $np-n_i^2=\Delta n(n_0+p_0+\Delta n)$, the lifetime $\tau=\Delta n/R$ is

$$\tau=\frac{\tau_n(p_0+p_1+\Delta n)+\tau_p(n_0+n_1+\Delta n)}{p_0+n_0+\Delta n}. \tag{1}$$

Write $p_0+p_1+\Delta n=(p_0+n_0+\Delta n)+a$ and $n_0+n_1+\Delta n=(p_0+n_0+\Delta n)+b$, with

$$a=p_1-n_0,\qquad b=n_1-p_0 .$$

Then

$$\tau=S+\frac{D}{p_0+n_0+\Delta n},\qquad S=\tau_n+\tau_p,\quad D=\tau_na+\tau_pb. \tag{2}$$

The curve is a straight line in $1/(p_0+n_0+\Delta n)$. Two different injections determine $S$ and $D$. Further injections improve the precision but supply no third number.

For the synthetic trap, $p_1=1.894\times10^{15}$ cm$^{-3}$, while $n_0$ and $n_1$ are near $10^5$ cm$^{-3}$ and negligible here. Thus $S=40$ µs and

$$D=10(1.894\times10^{15})-30(10^{15})=-1.106\times10^{16}\ \text{µs cm}^{-3}.$$

The lifetime rises from $S+D/(p_0+n_0)=28.94$ µs at low injection towards 40 µs at high injection.

### 2. The family and its limits

Choose $E$, which fixes $a$ and $b$, and define $d=D/S$. Substituting $\tau_p=S-\tau_n$ into $D$ gives $Sd=\tau_n(a-b)+Sb$. For $a\ne b$,

$$\tau_n=S\frac{d-b}{a-b},\qquad \tau_p=S\frac{a-d}{a-b},\qquad k=\frac{a-d}{d-b}. \tag{3}$$

Every choice of $E$ that makes both lifetimes positive gives the same curve. The degeneracy therefore remains without noise and over any injection range within the model.

Positivity requires $d$ to lie strictly between $a$ and $b$. Because $p_1=n_0p_0/n_1$,

$$a=\frac{n_0(p_0-n_1)}{n_1},\qquad b=-(p_0-n_1),$$

so $a$ and $b$ have opposite signs, which exchange at $n_1=p_0$. The allowed levels satisfy

- for $n_1<p_0$: $n_1<p_0+d$ and $p_1>n_0+d$;
- for $n_1>p_0$: $n_1>p_0+d$ and $p_1<n_0+d$.

If $-p_0<d<-n_0$, the second line would need a negative $p_1$ and is empty. In the first line the condition on $p_1$ holds automatically. One connected interval remains, $n_1<p_0+d$.

Other curves behave differently. Take $p_0=3$ and $n_0=1$ in arbitrary density units. For $d=-0.5$ the levels are $n_1<2.5$ or $n_1>6$; for $d=1.5$ they are $n_1<1.2$ or $n_1>4.5$. Each case has two separate branches. For $d=-3.5$ the lifetime is positive at every injection, yet no single level can produce it.

A flat curve, $d=0$, is special. The condition $\tau_na+\tau_pb=0$ becomes $(p_0-n_1)(\tau_nn_0/n_1-\tau_p)=0$. Either $k=n_0/n_1$, or $n_1=p_0$ and $k$ is arbitrary.

In the silicon example $d=-2.766\times10^{14}$ cm$^{-3}$, so $p_0+d=7.234\times10^{14}$ cm$^{-3}$ and the upper limit is

$$E_{\max}=1.12-0.02585\ln\frac{3\times10^{19}}{7.234\times10^{14}}=0.845\ \text{eV}.$$

At midgap $p_1$ and $n_1$ are negligible, and (3) gives

$$k\simeq\frac{-d}{p_0+d}=\frac{2.766}{7.234}=0.382,\qquad \tau_n=\frac{40}{1.382}=28.9\ \text{µs}.$$

Members of the family, all at the same doping and temperature, are:

| $E$ (eV) | $k$ | $\tau_n$ (µs) | $\tau_p$ (µs) |
|---|---|---|---|
| 0.15 | 126 | 0.316 | 39.7 |
| 0.20 | 18.5 | 2.05 | 37.9 |
| 0.25 | 3.00 | 10.0 | 30.0 |
| 0.35 | 0.437 | 27.8 | 12.2 |
| 0.56 | 0.382 | 28.9 | 11.1 |
| 0.75 | 0.392 | 28.7 | 11.3 |
| 0.84 | 2.13 | 12.8 | 27.2 |

Before rounding, their curves agree to a relative $10^{-15}$. The physical exchange is visible at low injection, where $\tau\simeq\tau_n(1+p_1/p_0)+\tau_pn_1/p_0$. The level at 0.25 eV captures electrons quickly, but thermal hole emission slows recombination. A midgap level has negligible emission and reaches the same lifetime through slower electron capture. Even the side of unity on which $k$ lies is undetermined.

### 3. What a fit returns

Use the parameters $(E/k_BT,\ln k,\ln\tau_n)$. The curve depends on them through $S$ and $D$ alone, so its Jacobian has rank at most two. The rank is two when $a\ne b$, because $S$ and $D$ are then independent functions of $\tau_n$ and $\tau_p$. The null direction is the tangent of the family. Since $da/d(E/k_BT)=-p_1$ and $db/d(E/k_BT)=n_1$,

$$\frac{d\ln k}{d(E/k_BT)}=-\frac{p_1}{a-d}+\frac{n_1}{d-b}.$$

At the true level the second term is negligible and this is $-1.894/2.170=-0.873$. With $\tau_n=S/(1+k)$ and $S$ fixed, the slope of $\ln\tau_n$ is $-k/(1+k)$ times this, or $+0.654$.

Fits to the noisy data with all three parameters free, each started from $k=1$ and $\tau_n=20$ µs, gave:

| Start $E$ (eV) | Final $E$ (eV) | $k$ | $\tau_n$ (µs) |
|---|---|---|---|
| 0.22 | 0.259 | 2.26 | 12.2 |
| 0.40 | 0.400 | 0.389 | 28.7 |
| 0.60 | 0.600 | 0.381 | 28.8 |
| 0.80 | 0.806 | 0.490 | 26.7 |

All four have $\chi^2=26.22$. The curve has two effective parameters, hence 38 degrees of freedom. These fits used damped least squares, with the same damping on all three parameters. Near midgap the final energy then stays close to its starting value because

$$\frac{\partial\tau}{\partial(E/k_BT)}=\frac{-\tau_np_1+\tau_pn_1}{p_0+n_0+\Delta n}$$

is tiny there, which makes the energy part of each damped step small. Other fitting methods or parameter scalings can move the energy by tenths of an eV and end at the same $\chi^2$. Neither a good fit nor a final energy close to the starting value is evidence for that energy. The data can still exclude levels: at 0.87 eV, above $E_{\max}$, the best fit with non-negative lifetimes has $\chi^2\approx4050$.

Noise gives the family a width. Differentiating (3) at fixed $E$,

$$\frac{\partial k}{\partial d}=\frac{-(d-b)-(a-d)}{(d-b)^2}=-\frac{a-b}{(d-b)^2},\qquad \sigma_k=\sigma_d\frac{a-b}{(d-b)^2}.$$

With $\sigma_d=3.49\times10^{12}$ cm$^{-3}$, the true level has

$$\sigma_k=3.49\times10^{12}\,\frac{2.894\times10^{15}}{(7.234\times10^{14})^2}=0.019 .$$

Refitting 3000 synthetic noisy curves gives the same spread to two digits. This small error is conditional on knowing $E$; it is not the uncertainty of $k$ when $E$ is free.

### 4. A second doping

Let samples A and B contain the same trap at the same density and temperature. Rewrite $D$ as

$$D=M-\tau_nn_0-\tau_pp_0,\qquad M=\tau_np_1+\tau_pn_1. \tag{4}$$

$M$ and $S$ do not depend on doping. Subtraction gives

$$D_A-D_B=\tau_n(n_{0B}-n_{0A})+\tau_p(p_{0B}-p_{0A}),$$

which, with $S=\tau_n+\tau_p$, determines both lifetimes. Noise-free curves at $10^{15}$ and $10^{16}$ cm$^{-3}$ return 10.0 and 30.0 µs. In this example the second doping clearly separates the true trap from the midgap alternative: at $p_0=10^{16}$ and $\Delta n=10^{13}$ cm$^{-3}$ the true trap gives 11.9 µs, whereas the midgap member of the family predicts 28.9 µs.

The energy now enters through $M$ alone. Multiplying its definition by $n_1$ and using $n_1p_1=n_i^2$,

$$\tau_pn_1^2-Mn_1+\tau_nn_i^2=0,\qquad n_1n_1'=\frac{n_i^2}{k}. \tag{5}$$

Two energies generally remain, and no further doping at this temperature separates them, because (4) contains the same $M$ each time. For equal densities of states, (5) gives $E+E'=E_g-k_BT\ln k$. The partner of 0.25 eV is

$$E'=1.12-0.02585\ln3-0.25=0.842\ \text{eV}.$$

With real data this pair can be found only if $M$ is resolvable beside $\tau_pp_0$. For a deep level $M$ is very small, and the two dopings then fix $k$ but merely bound the energy.

### Relation to silicon measurements

The doping is ordinary for silicon wafers, and lifetimes of tens of microseconds are plausible for contaminated material. The trap itself is a model level, not an identified defect. With $c_n=10^{-7}$ cm$^3$/s its density is $10^{12}$ cm$^{-3}$, and its stored charge changes $\tau=\Delta n/R$, with $\Delta n$ now the electron excess density, by at most 0.002% over the data. With both capture coefficients a thousand times smaller, the same lifetimes would require $10^{15}$ traps per cm$^3$. The electron and hole excess densities would then differ by up to 11% over the data, and this $\tau$ would change by up to 1.7%, more than the noise. A lifetime defined with the hole excess density would change by up to 11%.

At the highest injection, rough silicon coefficients ($10^{-30}$ cm$^6$/s for Auger, $5\times10^{-15}$ cm$^3$/s for radiative recombination) give rates of 0.9% and 0.2% of the trap rate. Leaving both in the data changes $k$ at fixed $E=0.25$ eV from 3.00 to 2.98. Surfaces with 1 cm/s on both faces of a 200 µm wafer add 0.4%; poorer passivation adds proportionally more while the surface rate remains small. Assuming a temperature 1 K too high, with the gap and $E=0.25$ eV held fixed and $N_c,N_v$ scaled as $T^{3/2}$, gives $k=3.10$ (3.09 if $N_c,N_v$ are also held fixed), a larger error than the noise. Carrier degeneracy is a 0.01% correction. A trap degeneracy factor of 2 shifts the energy assigned to the level by 18 meV without changing the curve.

Known recombination rates that do not depend on the trap can be subtracted from $1/\tau$. This restores (1), and with it the degeneracy. Values with more digits are in the numerical output below.

## Numbers as computed

```
kT = 0.02585 eV; ni = 1.174e+10 cm^-3
gap = 1.12 eV; DOS each band = 3.0e+19 cm^-3
p0 = 1.0e+15, n0 = 1.377e+05 cm^-3; T = 300 K
true E-Ev = 0.25 eV, k = 3.0, tn = 10.0 us
true-level p1 = 1.8937e+15, n1 = 7.2739e+04 cm^-3
dn range = 1.0e+13 to 1.0e+16 cm^-3, 40 points
tau at ends of range = 29.046, 38.994 us
S = 40.0000 us; D = -1.10632e+16 us cm^-3
d = D/S = -2.76581e+14 cm^-3
low-injection limit = 28.9368 us
exact family: E-Ev (eV), k, tn (us), tp (us)
  0.15  125.6509  0.3158  39.6842
  0.20  18.4907  2.0523  37.9477
  0.25  3.0000  10.0000  30.0000
  0.35  0.4370  27.8353  12.1647
  0.56  0.3823  28.9363  11.0637
  0.75  0.3922  28.7311  11.2689
  0.84  2.1268  12.7927  27.2073
largest relative curve difference = 8.9e-16
upper energy limit = 0.8451 eV
minimum k = 0.38234; plateau formula = 0.38232
k = 100 at E-Ev = 0.1559 and 0.8450 eV
allowed branches, p0=3 n0=1, d=-3.5,-2,-0.5,1.5: [0, 1, 2, 2]
Jacobian singular values: 7.06e+02 2.06e+02 4.31e-14
tangent dlnk, dlntn per kT = -0.8726, 0.6544
noise = 1 %; noisy fit chi2 = 26.2173
noisy S = 39.814 +- 0.134 us
noisy d = -2.7576e+14 cm^-3; sigma_d = 3.49e+12
free fits: start E, final E (eV), k, tn (us), chi2
  0.22  0.2585  2.2619  12.2059  26.2173
  0.40  0.3996  0.3888  28.6686  26.2173
  0.60  0.6000  0.3808  28.8345  26.2173
  0.80  0.8064  0.4901  26.7187  26.2173
best chi2 at forbidden E = 0.87 eV: 4051.5
sigma_k at true E: formula 0.0193, repeats 0.0192
second doping p0 = 1.0e+16 cm^-3
recovered tn, tp = 10.0000, 30.0000 us
remaining energies = 0.2500, 0.8416 eV
twin curve difference, other dopings = 2.4e-15
second doping, dn=1e13: true tau = 11.922 us
  midgap family member predicts 28.947 us
cn = 1.0e-07 cm^3/s; trap density = 1.00e+12 cm^-3
trapped charge changes tau by up to 0.0020 %
Auger/SRH rate at top dn = 0.90 %
radiative/SRH at top dn = 0.21 %
k at true E if both are ignored = 2.9804
surface/SRH (1 cm/s, 200 um) = 0.39 %
carrier degeneracy = 0.0130 %
k at true E if T is taken 1 K high = 3.0990
energy shift for trap degeneracy 2 = 17.92 meV
```
